\section*{Büttiker-Landauer Time of Thin Silica with Its First Correction}

\section{The form of the answer}

An electron tunnels through a flat barrier of thickness $d$. Its mass in the barrier is $m$, and its amplitude decays as $e^{-\kappa x}$, so that the probability decays as $e^{-2\kappa x}$. From $\hbar$, $m$ and $\kappa$ one can form a single time, $m/(\hbar\kappa^2)$, and from $\kappa$ and $d$ a single pure number. Any time that depends on these quantities alone is therefore
\begin{equation}
\frac{m}{\hbar\kappa^2}\,F(\kappa d).
\end{equation}
If the time measures how the logarithm of the transmission amplitude responds to the barrier height, more can be said. In an opaque barrier, $\kappa d\gg1$, each added layer multiplies the amplitude by a further decay factor. The logarithm is then linear in $d$, apart from a constant due to the two interfaces, and $F$ grows as $\kappa d$. The leading time is thus proportional to $md/(\hbar\kappa)$. The calculation below shows that the coefficient is one,
\begin{equation}
\tau=\frac{md}{\hbar\kappa},
\label{eq:tau}
\end{equation}
and that the first correction is of relative order $1/(\kappa d)$ and depends on the material outside.

For $d=1.5$ nm, $m=0.5\,m_e$ and $\kappa=0.64$ per angstrom $=6.4\ \mathrm{nm^{-1}}$, with $\hbar=0.6582$ eV fs and $\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}$,
\begin{equation}
\tau=\frac{0.6582\times0.5\times1.5}{0.0762\times6.4}\ \mathrm{fs}=1.01\ \mathrm{fs},
\end{equation}
or 41.8 atomic units. The opacity is $\kappa d=9.6$. If 0.64 per angstrom were the decay rate of the probability, $\kappa$ would be half as large and $\tau$ twice as long at the same mass and thickness.

\section{Slow modulation}

Let the barrier top be $V$ and the electron energy $E$, measured from the band edge outside, where the mass is $m_l$ and the wavenumber $k$. Both sides are alike. One parabolic band gives
\begin{equation}
E=\frac{\hbar^2k^2}{2m_l},\qquad
\phi=V-E=\frac{\hbar^2\kappa^2}{2m}.
\end{equation}
The given data imply $\phi=0.0762\times6.4^2/(2\times0.5)=3.12$ eV.

Now add $V_1\cos\omega t$ to the barrier. If this is slow, the transmission amplitude $t$ follows the instantaneous height, and if $V_1$ is also small, $V_1\tau_0/\hbar\ll1$ with $\tau_0$ defined below, a linear expansion suffices:
\begin{equation}
t(V+V_1\cos\omega t)\simeq t(V)+\frac{V_1}{2}\frac{\partial t}{\partial V}
\left(e^{-i\omega t}+e^{i\omega t}\right),
\end{equation}
where the $t$ in the exponents and in the cosine is time. The two exponentials are waves at energies $E\pm\hbar\omega$, called sidebands. Relative to the main wave each has the size $V_1\tau_0/(2\hbar)$, with
\begin{equation}
\tau_0=\hbar\left|\frac{\partial\ln t}{\partial V}\right|_E .
\label{eq:static}
\end{equation}
This response time defines the traversal time at low frequency.

To find $t$, require that $\psi$ and $\psi'/\mathrm{mass}$ be continuous, which conserves the current. Write $v=k/m_l$ and $w=\kappa/m$. Take the incident wave to have unit amplitude at $x=0$, and let $t$ be the transmitted amplitude at $x=d$. The conditions $\psi(d)=t$ and $\psi'(d)/m=ivt$ fix the wave in the barrier:
\begin{equation}
\psi=\frac t2\left[\left(1-\frac{iv}{w}\right)e^{\kappa(d-x)}
+\left(1+\frac{iv}{w}\right)e^{-\kappa(d-x)}\right].
\end{equation}
At the entrance, with reflected amplitude $r$, we have $1+r=\psi(0)$ and $iv(1-r)=\psi'(0)/m$. Dividing the second by $iv$ and adding removes $r$: $2=\psi(0)+\psi'(0)/(ivm)$. Keeping the growing exponential $e^{\kappa d}$ and dropping $e^{-\kappa d}$, a relative error of order $e^{-2\kappa d}$, gives
\begin{align}
2&=\frac t2\left(1-\frac{iv}{w}\right)\left(1+\frac{iw}{v}\right)e^{\kappa d}
=\frac t2\,\frac{2vw+i(w^2-v^2)}{vw}\,e^{\kappa d}\nonumber\\
&=\frac t2\,\frac{-i(v+iw)^2}{vw}\,e^{\kappa d},
\end{align}
and hence
\begin{equation}
t=\frac{4ivw}{(v+iw)^2}\,e^{-\kappa d}.
\label{eq:t}
\end{equation}
At fixed $E$, $v$ is fixed. Since $w=\kappa/m$, $\kappa\,\partial/\partial\kappa=w\,\partial/\partial w$ acting on the prefactor, so
\begin{equation}
\frac{\partial\ln t}{\partial\kappa}
=-d+\frac1\kappa\left(1-\frac{2iw}{v+iw}\right)
=-d+\frac1\kappa\,\frac{v-iw}{v+iw}.
\end{equation}
Differentiating $\kappa^2=2m(V-E)/\hbar^2$ gives $\partial\kappa/\partial V=m/(\hbar^2\kappa)$. Therefore
\begin{equation}
\tau_0=\tau\left|1-\frac1{\kappa d}\,\frac{v-iw}{v+iw}\right|
\simeq\tau\left(1+\frac{C}{\kappa d}\right),\qquad
C=\frac{w^2-v^2}{w^2+v^2}.
\label{eq:first}
\end{equation}
The last fraction inside the modulus has modulus one and real part $-C$; to first order only the real part changes the modulus. Within this model the interface correction thus lies between $-1/(\kappa d)$ and $+1/(\kappa d)$, up to exponentially small terms, whatever the mass and energy outside. Here that range is $\pm10.4\%$.

For an electron in silicon take the normal mass $0.92\,m_e$ of the lowest valleys at a (100) surface and a kinetic energy of 0.297 eV, a value explained in the last section. Then
\begin{equation}
\frac{v^2}{w^2}=\frac{m}{m_l}\frac E\phi
=\frac{0.5}{0.92}\times\frac{0.297}{3.121}=0.052,
\qquad C=0.90.
\end{equation}
The first correction is $0.90/9.6=9.4\%$, which gives 1.11 fs. Differentiating the matched amplitude numerically gives 1.108 fs.

\section{Modulation at finite frequency}

The time also marks the frequency at which the barrier ceases to respond adiabatically. Put $z=V_1/(\hbar\omega)$. Inside the modulated barrier, a static solution multiplied by $\exp(-iz\sin\omega t)$ satisfies the time-dependent equation, because the time derivative of the phase supplies $V_1\cos\omega t$. To first order in $V_1$,
\begin{equation}
e^{-iz\sin\omega t}\simeq1+\frac z2e^{-i\omega t}-\frac z2e^{i\omega t}.
\end{equation}
A decaying wave $ae^{-\kappa x}$ is thus accompanied by driven parts $\pm(z/2)ae^{-\kappa x}$ at energies $E\pm\hbar\omega$. No sideband arrives from outside, so a free solution $ce^{-\kappa_\pm x}$ must be added. Its decay rate obeys
\begin{equation}
\kappa_\pm^2=\kappa^2\mp\frac{2m\omega}{\hbar},\qquad
\kappa_\pm\simeq\kappa\mp\frac{m\omega}{\hbar\kappa}.
\end{equation}
At leading order the two parts cancel at the entrance, $c=\mp(z/2)a$. At the exit they no longer cancel, because they have decayed at different rates:
\begin{equation}
\left|\frac{t_\pm}{t}\right|=\frac z2\left|1-e^{(\kappa-\kappa_\pm)d}\right|
=\frac{V_1}{2\hbar\omega}\left|e^{\pm\omega\tau}-1\right|.
\label{eq:law}
\end{equation}
These are ratios of amplitudes; ratios of current carry a further factor $v_\pm/v$. For $\omega\tau\ll1$ both sidebands reduce to $V_1\tau/(2\hbar)$. For $\omega\tau$ of order one the upper sideband is distinctly the stronger, since its energy lies closer to the barrier top. The crossover energy is
\begin{equation}
\frac\hbar\tau=\frac{\hbar^2\kappa}{md}=\frac{2\phi}{\kappa d}=0.65\ \mathrm{eV}.
\end{equation}
Thus $\hbar\omega\ll\phi$ holds at the crossover when the barrier is opaque. The expansion of the outside wavenumber also needs $\hbar\omega\ll E$.

\subsection*{The first correction}

The interfaces are now kept. Let $v_n$, $w_n$ and $\kappa_n$ belong to the sideband in question. At the entrance the sideband outside is purely reflected, so $\psi_n'/\mathrm{mass}=-iv_n\psi_n$:
\begin{equation}
\pm\frac z2a(w-iv_n)+c(w_n-iv_n)=0 .
\label{eq:c}
\end{equation}
At the exit, the static wave with decaying part $f=ae^{-\kappa d}$ and reflected part $g$ obeys $w(g-f)=iv(f+g)$, so $t=f+g=2wf/(w-iv)$. The driven sideband there has value $\pm(z/2)t$ and slope over mass $\pm(z/2)ivt$. Let the free part arrive with $f_n=ce^{-\kappa_nd}$ and be reflected with $g_n$. An outgoing wave requires
\begin{equation}
\pm\frac z2ivt+w_n(g_n-f_n)=iv_n\left(\pm\frac z2t+f_n+g_n\right).
\end{equation}
Solving for $g_n$ and forming $t_n=\pm(z/2)t+f_n+g_n$ yields
\begin{equation}
t_n=\pm\frac z2t\,\frac{w_n-iv}{w_n-iv_n}+\frac{2w_nf_n}{w_n-iv_n}.
\end{equation}
Inserting $c$ from (\ref{eq:c}) and dividing by $t$,
\begin{align}
\frac{t_n}{t}&=\pm\frac z2\left[A-Be^{(\kappa-\kappa_n)d}\right],\qquad
A=\frac{w_n-iv}{w_n-iv_n},\nonumber\\
B&=\frac{w_n}{w}\,\frac{w-iv}{w_n-iv_n}\,\frac{w-iv_n}{w_n-iv_n}.
\end{align}

Set $\epsilon=1/(\kappa d)$, $u=\pm\omega\tau$, $s=v/w$ and $\mu=m/m_l$. The signed quantum is $2u\epsilon\phi$, so to first order $w_n=w(1-u\epsilon)$. Using $s^2=\mu E/\phi$, also $(v_n-v)/w=\delta$ with $\delta=\mu u\epsilon/s$. The three expansions needed are
\begin{align}
A&\simeq1+\frac{i\delta}{1-is},\nonumber\\
B&\simeq1+\frac{i\delta}{1-is}+u\epsilon\left(\frac2{1-is}-1\right),\nonumber\\
(\kappa-\kappa_n)d&=\frac{1-\sqrt{1-2u\epsilon}}{\epsilon}
\simeq u+\frac{u^2\epsilon}{2}.
\end{align}
Since $2/(1-is)-1=(1+is)/(1-is)$, whose real part is $C$, and the real part of $i\delta/(1-is)$ is $-\mu u\epsilon/(1+s^2)$, the modulus is
\begin{equation}
\left|\frac{t_n}{t}\right|\simeq\frac z2|e^u-1|
\left\{1+\frac1{\kappa d}\left[\frac{ue^u}{e^u-1}\left(C+\frac u2\right)
-\frac{\mu u}{1+s^2}\right]\right\}.
\label{eq:sidefirst}
\end{equation}
As $u\to0$ the square bracket tends to $C$, in agreement with (\ref{eq:first}).

For a numerical comparison take $E=1.5$ eV and $m_l=m$, keep $\kappa$ fixed, and choose $\omega\tau=1$ at each thickness. Then $s^2=1.5/3.121=0.481$ and $C=0.351$. The square bracket is $1.582\times0.851-0.675=0.67$ for the upper sideband and $0.582\times(-0.149)+0.675=0.59$ for the lower. In units of $V_1/(2\hbar\omega)$, the leading law gives 1.718 and 0.632. The two columns marked ``computed'' come from a first-order scattering integral over the barrier, which does not use the driven-wave construction.
\begin{center}
\begin{tabular}{ccccc}
$d$ (nm) & up, (\ref{eq:sidefirst}) & up, computed & down, (\ref{eq:sidefirst}) & down, computed\\
1.5 & 1.838 & 1.820 & 0.671 & 0.677\\
6.0 & 1.748 & 1.747 & 0.642 & 0.642\\
12.0 & 1.733 & 1.733 & 0.637 & 0.637
\end{tabular}
\end{center}
At 1.5 nm the leading law is low by about 6\% of the computed value for the upper sideband and 7\% for the lower; with the first correction the difference is about 1\%.

\section{What the time does not measure}

The phase time, $\hbar\,\partial\arg t/\partial E$ at fixed $V$, describes the delay of the peak of a spectrally narrow packet. From (\ref{eq:t}), $\arg t=\pi/2-2\arctan(w/v)$. With $dw/dE=-w/(2\phi)$ and $dv/dE=v/(2E)$,
\begin{equation}
\tau_{\rm ph}=\hbar\,\frac{vw}{v^2+w^2}\left(\frac1\phi+\frac1E\right).
\end{equation}
This contains no $d$. For the silicon electron above it is 0.525 fs at both 1.5 and 3.0 nm, whereas $\tau$ doubles. The ratio $d/\tau=1.48$ nm/fs is accordingly a convenient scale, not the measured speed of a particle inside the oxide.

\section{Profile and band structure}

If $\kappa$ varies slowly with position, the leading amplitude is $\exp(-\int\kappa\,dx)$, and (\ref{eq:static}) gives
\begin{equation}
\tau=\hbar\int_0^d\frac{\partial\kappa}{\partial\phi}\,dx .
\label{eq:general}
\end{equation}
The times of successive layers add at this order. Let the barrier fall linearly by $U<\phi$ across the oxide. With $y=\phi-Ux/d$,
\begin{equation}
\frac{\tau_U}{\tau}=\frac{\sqrt\phi}{U}\int_{\phi-U}^{\phi}\frac{dy}{\sqrt y}
=\frac{2\sqrt\phi\left(\sqrt\phi-\sqrt{\phi-U}\right)}{U}.
\end{equation}
For $U=1$ eV this is 1.096, so the leading-order time becomes 1.11 fs; corrections from the interfaces, of relative order $1/(\kappa d)$, are left out.

The band structure can matter more. Equation (\ref{eq:general}) needs the slope of $\kappa$ with energy, whereas a tunnelling mass fitted to the decay fixes only its value. Suppose the decay follows a symmetric two-band law, $\kappa^2\propto\phi(1-\phi/E_g)$, and the modulation moves both bands together. Logarithmic differentiation gives
\begin{equation}
\frac1\kappa\frac{\partial\kappa}{\partial\phi}
=\frac1{2\phi}\,\frac{1-2\phi/E_g}{1-\phi/E_g}.
\end{equation}
The parabolic band gives $1/(2\phi)$. With $\kappa$ and $\phi$ held at their values and a rough gap of 9 eV, the time is multiplied by $0.306/0.653=0.47$ and falls to 0.47 fs. The reason is that $\kappa$ is largest at mid-gap, where its slope vanishes. This value belongs to the symmetric case. The top valence band of silica is much heavier than its conduction band, but that alone does not fix the factor, because the decaying state need not join that band. If $r$ is the ratio of conduction to valence mass, a simple unsymmetric two-band law is $\kappa^2\propto\phi(1-\phi/E_g)/[1-(1-r)\phi/E_g]$. For $r=0.1$ the same differentiation gives a factor of 0.92, close to the parabolic result. The factor depends on how the law joins the band edges, which the two masses alone do not fix. The law $(\phi-y)(E_g-\phi+y)=E_py$, with $y=\hbar^2\kappa^2/(2m_e)$ and $E_p=11$ eV, has the same ratio $r=0.1$ and gives 0.82. If the heavy band is uncoupled and the symmetric law joins a band 2 to 6 eV lower, the factor is 0.60 to 0.74. None of these is a computed value for silica.

\section{Reading the estimate for a gate stack}

The implied barrier of 3.12 eV is close to the rough 3.1 eV for electrons entering silica from silicon. A thickness of 1.5 nm is realistic for a thin silica gate oxide; the silica layer beneath a high-k film can be thinner, and the high-k film would add its own term to (\ref{eq:general}). A 1 V drop gives 6.7 MV/cm, below a rough breakdown field of 10 MV/cm, and, image forces aside, leaves the whole oxide classically forbidden. The band structure moves the number by a factor of two in the symmetric two-band case, and by 8 to 40\% in the other model laws. Other effects, each taken alone from 1.01 fs, change it by about 10\% or less:
\begin{itemize}
\item Image forces, with rough permittivities 2.1 for the oxide and 11.7 for silicon on both sides, lower the barrier by 0.24 eV at mid-oxide and give 1.10 fs. The electronic permittivity is used because a rough phonon energy of 0.15 eV gives $\omega\tau=0.23$, so the lattice has little time to respond. The classical image fails within atomic distances of an interface, and the turning points lie only 0.04 nm from it; holding the image constant within 0.1 to 0.3 nm of each interface gives 1.12 to 1.07 fs. A metal gate on one side gives 0.29 eV and 1.12 fs.
\item The energy 0.297 eV is the lowest level of a triangular well at the full silicon surface field, an overestimate; a self-consistent inversion layer at this field gives about 0.26 eV. If the given $\kappa$ refers to the band edge, this energy lowers the barrier and gives 1.06 fs.
\item In-plane motion with energy $\varepsilon$ and silicon mass $0.19\,m_e$ keeps its momentum and lowers the effective barrier by $\varepsilon(1-0.19/0.5)$. The time changes by 0.9\% at 0.091 eV, the Fermi energy if all electrons filled one two-valley subband at zero temperature (with higher subbands at 300 K it is nearer 0.06 eV, and the change 0.6\%), and by 0.3\% at the thermal energy at 300 K.
\item For a Gaussian thickness spread $\sigma$, the weight $\exp[-(d'-d)^2/(2\sigma^2)-2\kappa(d'-d)]$ shifts the mean thickness by $-2\kappa\sigma^2$. With a rough $\sigma=0.1$ nm this is $-0.13$ nm, and the time becomes 0.93 fs.
\end{itemize}
In the parabolic model, field, image and subband energy together give 1.31 fs from the leading-order integral (\ref{eq:general}), which leaves out the interface correction; the wave equation for this profile, with silicon on both sides and the image held constant within 0.05 to 0.2 nm of each interface, gives 1.4 to 1.5 fs. Set beside the symmetric two-band value of 0.47 fs, this supports one femtosecond as a scale good to about a factor of two; the two values are not strict bounds.

There is one further limit. At the crossover the quantum of 0.65 eV exceeds the 0.297 eV of the silicon electron, so its lower sideband falls below the band edge on the entrance side. With equal sides and no oxide drop it could not propagate on the exit side either; a 1 V drop lowers the exit band edge by 1 eV and lets it leave there. For this electron the slow-modulation definition (\ref{eq:static}) remains usable, but (\ref{eq:law}), derived for equal sides and two propagating sidebands, does not apply as it stands at the crossover. The numerical output lists the inputs and intermediate values.

\section*{Numbers as computed}
\begin{verbatim}
thickness 1.5 nm
tunnelling mass 0.50 electron masses
amplitude decay 6.40 1/nm
implied barrier height 3.121 eV
traversal time 1.012 fs
traversal time 41.8 atomic units
effective speed d/tau 1.482 nm/fs
opacity kappa d 9.60
exponential factor exp(-2 kappa d) 4.59e-09
crossover energy hbar/tau 0.650 eV
sideband test energy 1.50 eV, lead mass 0.50
sidebands at omega tau = 1, in units V1/(2 hbar omega):
 d 1.5 nm: up 1.8204 (law 1.7183), down 0.6771 (law 0.6321)
 d 6.0 nm: up 1.7472 (law 1.7183), down 0.6422 (law 0.6321)
 d 12.0 nm: up 1.7330 (law 1.7183), down 0.6371 (law 0.6321)
bound on interface correction 10.4 %
time with silicon interfaces 1.108 fs
phase time at 1.5 nm 0.5250 fs
phase time at 3.0 nm 0.5250 fs
rough oxide drop 1.0 V
oxide field 6.67 MV/cm
rough breakdown field 10 MV/cm
time with oxide field 1.110 fs
field factor: formula 1.0963, wave 1.0970
rough oxide gap 9.0 eV
two-band factor 0.469
two-band time 0.475 fs
rough permittivities: oxide static 3.9, oxide electronic 2.1, silicon 11.7
image energy at mid-oxide -0.241 eV
time with image lowering 1.104 fs
rough oxide phonon energy 0.15 eV
phonon frequency times tau 0.231
silicon masses: normal 0.92, in-plane 0.19
silicon surface field 2.22 MV/cm
triangular-well subband energy 0.297 eV
time if kappa is for the band edge 1.064 fs
channel density 1.44e+13 1/cm2
in-plane Fermi energy 0.091 eV
change of time at Fermi energy 0.91 %
temperature 300 K, thermal energy 0.0259 eV
change of time at thermal energy 0.26 %
rough thickness spread 0.10 nm
transmission-weighted thickness 1.372 nm
time with roughness 0.926 fs
time with field, image and subband 1.311 fs
\end{verbatim}
